\section*{When a Direct Polar Switching Saddle Splits into Two Nonpolar Saddles}

Let $P$ be the amplitude of a polar displacement pattern and $Q$ that of a nonpolar one, both in bohr and both uniform through the crystal. $P$ is a displacement here, not the electric polarization, although the two change sign together. The energy per cell, $E(P,Q)$, is in hartree. I assume that the reflections $P\to-P$ and $Q\to-Q$ are separately symmetries, so that only even powers appear. Up to fourth order the surface is then
\begin{equation}
E=\frac a2P^2+\frac b4P^4+\frac c2Q^2+\frac d4Q^4+\frac g2P^2Q^2 .
\label{E}
\end{equation}
The structure $P=Q=0$ is the zero of energy and is unstable towards polarity, $a<0$. In a ferroelectric memory capacitor the two signs of $P$ would represent the stored states, and $Q$ a distortion that may appear while the cell passes from one to the other. Whether it does appear is a question about the stationary points of (\ref{E}).

The surface must be bounded below. Its quartic part can be written as
\begin{equation}
\frac14\left(\sqrt b\,P^2-\sqrt d\,Q^2\right)^2+\frac12\left(g+\sqrt{bd}\right)P^2Q^2 ,
\end{equation}
because the cross term of the square, $-\frac12\sqrt{bd}\,P^2Q^2$, is compensated in the second term. With $b,d>0$ and $g>-\sqrt{bd}$ this is positive away from the origin: the second term is positive when both amplitudes are nonzero, and the first when just one is. These conditions are assumed throughout.

A stationary point obeys
\begin{align}
E_P&=P\,(a+bP^2+gQ^2)=0,\label{gp}\\
E_Q&=Q\,(c+dQ^2+gP^2)=0,\label{gq}
\end{align}
where subscripts denote derivatives. Its character follows from the second derivatives
\begin{equation}
E_{PP}=a+3bP^2+gQ^2,\quad E_{QQ}=c+3dQ^2+gP^2,\quad E_{PQ}=2gPQ .
\label{H}
\end{equation}
The index is the number of negative eigenvalues of this Hessian matrix: 0 for a minimum, 1 for a saddle, 2 for a maximum.

The line $Q=0$ carries the direct path. Equation (\ref{gp}) gives there the origin and the polar points $P=\pm P_0$ with $P_0^2=|a|/b$. At the origin the Hessian is diagonal with entries $a$ and $c$. For $c>0$ the origin is a saddle, and for $c<0$ a maximum. The direct saddle therefore loses its character at $c=0$, and the coupling $g$ does not enter, since it multiplies $P^2Q^2$ and contributes no curvature at the origin.

For $c<0$, equation (\ref{gq}) has two new solutions on the line $P=0$,
\begin{equation}
Q=\pm Q_s,\qquad Q_s^2=\frac{|c|}{d}.
\label{qs}
\end{equation}
They are mirror images and have equal energy. The distortion is nonzero for every $c<0$, but it grows continuously from zero as $\sqrt{|c|}$. Inserting (\ref{qs}) in (\ref{H}), with $E_{PQ}=0$ because $P=0$, gives
\begin{equation}
E_{PP}=a+\frac{g|c|}{d},\qquad E_{QQ}=-|c|+3|c|=2|c| .
\label{hs}
\end{equation}
The second curvature is positive. The new points are saddles if the first is negative, that is, if $g|c|<d|a|$.

They must also lie between the right wells. At $(\pm P_0,0)$,
\begin{equation}
E_{PP}=a+3|a|=2|a|,\qquad E_{QQ}=c+\frac{g|a|}{b}.
\label{hw}
\end{equation}
For $c<0$ these points are minima with nonzero curvatures if $|c|<g|a|/b$, which requires $g>0$. Together the two requirements give the result: the direct saddle is replaced by two equivalent nonpolar saddles between purely polar wells, all with nonzero curvatures, if and only if
\begin{equation}
g>0,\qquad 0<-c<\min\left(\frac{g|a|}{b},\ \frac{d|a|}{g}\right).
\label{window}
\end{equation}

A positive $g$ means that the two distortions compete. In the wells, $P$ is large and suppresses $Q$; as $P$ passes through zero the suppression is lifted and the latent instability of $Q$ is released. Along the straight path the transverse curvature is $gP^2-|c|$, which turns negative for $|P|<\sqrt{|c|/g}$. The force on $Q$ nevertheless vanishes everywhere on this path, by (\ref{gq}). A path calculation that starts with $Q=0$ and preserves the symmetry will thus stay on the line and report the maximum at the origin as its highest point. A Hessian there, or a small displacement in $Q$, reveals the difference.

There could also be mixed stationary points, with both amplitudes nonzero. For these the brackets in (\ref{gp}) and (\ref{gq}) vanish. Multiplying the first bracket by $d$, the second by $g$, and subtracting eliminates $Q^2$; multiplying the second by $b$, the first by $g$, and subtracting eliminates $P^2$. For $c<0$ this gives
\begin{equation}
P^2=\frac{d|a|-g|c|}{bd-g^2},\qquad Q^2=\frac{b|c|-g|a|}{bd-g^2}.
\label{mixed}
\end{equation}
Inside the window (\ref{window}) the first numerator is positive and the second negative, so one of the two squares would be negative and no mixed point exists. If $bd=g^2$, multiplying the first bracket by $g/b$ turns its condition into $gP^2+dQ^2=g|a|/b$, whereas the second demands $gP^2+dQ^2=|c|$. These contradict each other inside the window. The stationary points are thus the maximum, two saddles and two wells.

It remains to show that the saddles connect the wells and set the barrier. Use $x=P^2$ and $y=Q^2$, in which (\ref{E}) is only quadratic:
\begin{equation}
E=\tfrac12(ax+cy)+\tfrac14(bx^2+dy^2+2gxy).
\label{xy}
\end{equation}
Follow the straight segment $x=sP_0^2$, $y=(1-s)Q_s^2$ from the saddle at $s=0$ to the well at $s=1$. In the original coordinates it is a quarter of an ellipse. The slope is
\begin{equation}
\frac{dE}{ds}=\frac{P_0^2}{2}(a+bx+gy)-\frac{Q_s^2}{2}(c+dy+gx).
\end{equation}
At $s=0$ the second bracket vanishes, and at $s=1$ the first does, so
\begin{equation}
\left.\frac{dE}{ds}\right|_0=\frac{P_0^2}{2}\left(a+\frac{g|c|}{d}\right),\qquad
\left.\frac{dE}{ds}\right|_1=-\frac{Q_s^2}{2}\left(c+\frac{g|a|}{b}\right).
\end{equation}
Both are negative, by the two conditions that define the window. Since $dE/ds$ is linear in $s$, it is negative in between as well. The energy falls all the way from the saddle to the well, and by symmetry also on the side of negative $P$.

Conversely, every continuous path between the wells crosses $P=0$, where completing the square gives
\begin{equation}
E(0,Q)=\frac d4\left(Q^2-\frac{|c|}{d}\right)^2-\frac{c^2}{4d}\ \ge\ -\frac{c^2}{4d}.
\end{equation}
No path can stay below this level, and the elliptical one does not exceed it. The well energy is $-a^2/(2b)+a^2/(4b)=-a^2/(4b)$. The lowest possible barrier is therefore
\begin{equation}
\Delta E=\frac{a^2}{4b}-\frac{c^2}{4d}\qquad(c<0,\ \text{inside the window}).
\label{barrier}
\end{equation}
For $c\ge0$, with polar wells, the lowest energy on $P=0$ is zero, the straight path attains it, and $\Delta E=a^2/(4b)$. As $c$ passes through zero at fixed $a,b,d$, the barrier and its slope are continuous, while its second derivative jumps from $0$ to $-1/(2d)$. A barrier measured close to the bifurcation is thus a poor indicator of it; the transverse curvature, which changes sign, is a better one. The barrier (\ref{barrier}) remains positive in the whole window: the product of the two limits in (\ref{window}) is $a^2d/b$, the smaller limit cannot exceed the square root of the product, and hence $c^2/d<a^2/b$.

Take round model parameters, attributed to no material: $a=-0.06$ and $c=-0.012$ hartree/bohr$^2$, with $b=0.24$, $d=0.08$ and $g=0.30$ hartree/bohr$^4$. The limits are $g|a|/b=0.075$ and $d|a|/g=0.016$ hartree/bohr$^2$, so $|c|$ lies inside the window, at three quarters of its upper end. The wells are at $P_0=\sqrt{0.06/0.24}=0.50$ bohr and the saddles at $Q_s=\sqrt{0.012/0.08}=0.387$ bohr. The saddle curvature along $P$ is $-0.06+0.30\times0.15=-0.015$ hartree/bohr$^2$, a quarter of the magnitude at the origin: the nonpolar distortion flattens the pass. The barrier is
\begin{equation}
\Delta E=\frac{0.0036}{0.96}-\frac{0.000144}{0.32}=0.00375-0.00045=0.00330\ \text{hartree},
\end{equation}
or 0.090 eV per cell, compared with 0.102 eV over the origin. Here a distortion about three quarters as large as the polar one lowers the barrier by 12 per cent. At $c=-0.003$ hartree/bohr$^2$ the saddle distortion is already 0.194 bohr, yet the barrier has fallen by less than one per cent. This is the contrast between $Q_s\propto|c|^{1/2}$ and a reduction proportional to $c^2$.

The numerical output following the text lists these values. The stationary points there come from a Newton search with many starting points. The barriers were tested against the level at which the two wells become connected when an energy grid is flooded, which presupposes no saddle position; they agree within $10^{-6}$ hartree. Steepest descent from points displaced slightly from each saddle ended in the polar wells. The criterion (\ref{window}) was also tested on 80 random surfaces, 25 inside the window and 55 outside, with nearly degenerate cases excluded.

What lies beyond the upper end depends on which limit is reached first. Since $d/g<g/b$ is the same as $g^2>bd$, strong coupling destroys the saddles first and weak coupling the wells. In either case mixed points appear. At such a point the vanishing brackets reduce (\ref{H}) to $E_{PP}=2bP^2$ and $E_{QQ}=2dQ^2$, with determinant
\begin{equation}
E_{PP}E_{QQ}-E_{PQ}^2=4P^2Q^2(bd-g^2).
\label{det}
\end{equation}
The mixed points are saddles for $g^2>bd$ and minima for $g^2<bd$.

Consider $g^2>bd$ and $d|a|/g<|c|<g|a|/b$. By (\ref{hs}) the points $(0,\pm Q_s)$ are now minima, a nonpolar phase. It lies above the polar wells, as an intermediate of switching, only while $c^2/d<a^2/b$; for larger $|c|$ it is the ground state and the polar wells are metastable. To see what the mixed saddles connect, multiply (\ref{gp}) by $P$ and (\ref{gq}) by $Q$ and add; the quartic part of $E$ then equals $-\frac14(ax+cy)$ at any stationary point, so that $E=\frac14(ax+cy)$ there. Let $(x_*,y_*)$ be the mixed point. Its first bracket gives $x_*=P_0^2-gy_*/b$, and its second $y_*=Q_s^2-gx_*/d$. Hence
\begin{align}
E_*-E(P_0,0)&=\frac{y_*}{4}\left(\frac{g|a|}{b}-|c|\right)>0,\\
E_*-E(0,Q_s)&=\frac{x_*}{4}\left(\frac{g|c|}{d}-|a|\right)>0 .
\end{align}
Along any straight line through $(x_*,y_*)$ the quadratic function (\ref{xy}) has no linear term, so it changes monotonically with distance from that point. The lines to both minima therefore run downhill throughout. Each mixed saddle joins a polar well to a nonpolar minimum, and switching can proceed in two steps. With $c=-0.03$ hartree/bohr$^2$ and the other parameters unchanged, (\ref{mixed}) places the four saddles at $|P|=0.244$ and $|Q|=0.391$ bohr.

For $g^2<bd$ and $g|a|/b<|c|<d|a|/g$ the points $(0,\pm Q_s)$ remain saddles, but the polar points become saddles too. The wells move to the four mixed minima. In the $(x,y)$ plane the function (\ref{xy}) is now a convex bowl with its lowest point at $(x_*,y_*)$, so the straight line from $(0,Q_s^2)$ to that point runs downhill. The saddle $(0,Q_s)$ thus joins two wells of opposite $P$ and equal $Q$. Reversal of $P$ still passes through a nonpolar saddle, but the stored states carry the nonpolar distortion themselves, and (\ref{barrier}) no longer gives the barrier. For $c=-0.04$ hartree/bohr$^2$, $d=0.20$ and $g=0.10$ hartree/bohr$^4$ the minima are at $|P|=0.459$ and $|Q|=0.308$ bohr. If $g>0$ and $|c|$ exceeds both limits, the polar points are unstable towards $Q$ and the minima are nonpolar. For $g<0$ and $c<0$ both numerators in (\ref{mixed}) are positive and $g^2<bd$, so the minima are mixed.

A memory cell is switched by a field, so the effect of a bias on the split matters. Add $-FP$ to (\ref{E}), where $F$ is the force conjugate to $P$; if the cell dipole is $ZP$ in an electric field $\mathcal E$, then $F=Z\mathcal E$. Take $F>0$, and let $c$ be in the window. On the line $Q=0$ the stationary points obey
\begin{equation}
aP+bP^3=F .
\label{onaxis}
\end{equation}
The left side decreases with $P$ as long as $P^2<P_t^2=|a|/(3b)$. The direct stationary point $P_s$, which starts at the origin, therefore moves to negative $P$, towards the well that the bias is emptying. It meets that well at $P=-P_t$, where the force reaches the on-axis coercive value
\begin{equation}
F_{\rm co}=P_t\left(|a|-bP_t^2\right)=\frac23|a|P_t=\frac{2|a|P_0}{3\sqrt3}.
\end{equation}
Meanwhile the transverse curvature at the direct point is $gP_s^2-|c|$. It regains a positive sign once $|P_s|$ exceeds $\sqrt{|c|/g}$. This happens before $P_t$ is reached if $|c|<g|a|/(3b)$, and by (\ref{onaxis}) at the force
\begin{equation}
F_c=\sqrt{\frac{|c|}{g}}\left(|a|-\frac{b|c|}{g}\right).
\label{fc}
\end{equation}

The off-axis points must be followed to see whether they merge at the same force. For $Q\ne0$, (\ref{gq}) gives $Q^2=(|c|-gP^2)/d$, hence $P^2<|c|/g$. Inserted in the $P$ equation, this yields
\begin{equation}
AP+BP^3=F,\qquad A=a+\frac{g|c|}{d},\quad B=b-\frac{g^2}{d}.
\label{off}
\end{equation}
The slope $A+3BP^2$ is linear in $P^2$. It equals $A<0$ at $P=0$, while at $P^2=|c|/g$ it is
\begin{equation}
a+\frac{g|c|}{d}+\frac{3b|c|}{g}-\frac{3g|c|}{d}
=\left(a+\frac{3b|c|}{g}\right)-\frac{2g|c|}{d}<0 ,
\end{equation}
the bracket being negative when $|c|<g|a|/(3b)$. The slope is then negative over the whole range. As $P$ goes from $0$ to $-\sqrt{|c|/g}$, $F$ rises steadily from zero; at the end the terms $g|c|/d$ from $A$ and $B$ cancel, which leaves $F=F_c$. For each $0<F<F_c$ there is one such $P$, with two values $\pm Q$; above $F_c$ there is none. The Hessian determinant at these points is
\begin{equation}
2dQ^2\left(a+3bP^2+gQ^2-\frac{2g^2P^2}{d}\right)=2dQ^2(A+3BP^2)<0,
\end{equation}
where $gQ^2=g|c|/d-g^2P^2/d$ was used. They are saddles up to $F_c$, where they merge into the direct one.

In the example $\sqrt{|c|/g}=0.20$ bohr, and
\begin{equation}
F_c=0.20\,(0.06-0.24\times0.04)=0.0101\ \text{hartree/bohr},
\end{equation}
compared with $F_{\rm co}=0.0115$ hartree/bohr. For an illustrative $Z=5$ elementary charges these forces correspond to fields of about 10 and 12 MV/cm, which many ferroelectric films would not survive. Only the larger is the limit for uniform switching in the model: at $F_c$ the saddles merge, but the shrinking well, where $P^2>P_t^2>|c|/g$, remains stable up to $F_{\rm co}$. Real cells usually switch at lower fields, through domains. At half of $F_c$ the saddles still have $|Q|=0.262$ bohr; at $0.95F_c$ they have 0.079 bohr. A single saddle with $Q=0$ remains at $F=0.0108$ hartree/bohr. The saddle found under a strong bias can thus have $Q=0$ although the zero-field saddles are split. Further downhill, where $|P|<\sqrt{|c|/g}$, the straight path is still unstable towards $Q$.

If instead $|c|>g|a|/(3b)$, then $P_s^2\le|a|/(3b)<|c|/g$ and the direct point stays a maximum up to $F_{\rm co}$. For $c=-0.03$ hartree/bohr$^2$, $d=0.20$ and $g=0.30$ hartree/bohr$^4$, still inside the window, its transverse curvature remained negative over the forces scanned, the largest value being $-0.0054$ hartree/bohr$^2$. In this regime it is the shrinking well that reaches $P^2=|c|/g$, because $P_t^2<|c|/g<P_0^2$. It loses stability towards $Q$ at the force given by the right side of (\ref{fc}), before the on-axis coercive force. What follows depends on the sign of the slope $A+3BP^2$ at $P^2=|c|/g$. If it is negative, as in this example ($-0.078$ hartree/bohr$^2$), the off-axis points are saddles throughout; they merge into the well, and the state is lost at that force, here 0.0114 hartree/bohr. If it is positive, the determinant found above is positive near that point and the well splits into two mixed minima, which persist until the slope vanishes at $P^2=|A|/(3B)$, that is, up to $F=\frac23|A|\sqrt{|A|/(3B)}$. For $c=-0.02$ hartree/bohr$^2$, $d=0.20$ and $g=0.10$ hartree/bohr$^4$, inside the window, the well distorts at 0.0054 hartree/bohr but switches only at 0.0099 hartree/bohr.

The symmetry assumptions carry the result. If $Q\to-Q$ is not a symmetry, a term $\eta Q^3/3$ can appear, and so can one in $P^2Q$. A linear term in $Q$, where symmetry allows it, is removed by measuring $Q$ from a stationary point on the line $P=0$. The $P^2Q$ term gives the wells a nonzero $Q$. On the line $P=0$ it changes neither the positions nor the energies of the stationary points, but it does change their curvatures along $P$, in opposite directions at $Q_s$ and $-Q_s$. I take it to be weak enough that both remain saddles, and leave it out here. To first order in $\eta$ the $Q^3$ term shifts the saddle energies by $\pm\eta Q_s^3/3$, as the displacement of a stationary point changes its energy only at second order. The splitting is $2\eta Q_s^3/3$; for $\eta=0.002$ hartree/bohr$^3$ this is $7.75\times10^{-5}$ hartree, against $7.76\times10^{-5}$ from the full surface. The onset changes as well: on $P=0$ the nonzero solutions of $c+\eta Q+dQ^2=0$ appear at $c=\eta^2/(4d)>0$, with the finite amplitude $|\eta|/(2d)$. The direct point is still a saddle there, and remains one down to $c=0$; the solution of larger $|Q|$ falls below it in energy only for $c<2\eta^2/(9d)$. That solution is a saddle as long as $gQ^2<|a|$, which holds for small $\eta$; otherwise it is a nonpolar minimum. If a third distortion is frozen in and couples the two modes through a term $hPQ$, the determinant at the origin becomes $ac-h^2$, and the direct point turns into a maximum at $c=-h^2/|a|$ instead of zero.

A strain $e$ that relaxes along the path can change the quartic coefficients. With energy $\frac12Ke^2+\frac12\lambda eQ^2+\frac12\mu eP^2$ and $K>0$, minimization gives $e=-(\lambda Q^2+\mu P^2)/(2K)$ and the contribution $-(\lambda Q^2+\mu P^2)^2/(8K)$. This replaces $d$ by $d-\lambda^2/(2K)$, $b$ by $b-\mu^2/(2K)$ and $g$ by $g-\lambda\mu/(2K)$, but leaves the threshold $c=0$ of the origin unchanged. If the relaxed $d$ is negative, the quartic surface is unbounded and higher-order terms are needed. The origin still changes character at $c=0$, but the position and character of the stationary points at nonzero $Q$ then depend on those terms. Finally, (\ref{barrier}) is a static energy per cell for uniform switching. It describes neither the nucleation of a reversed domain nor the motion of its wall.

\section*{Computed values}
\begin{verbatim}
MODEL PARAMETERS
a = -0.060, c = -0.012 hartree/bohr^2
b = 0.24, d = 0.08, g = 0.30 hartree/bohr^4
limit of |c| from polar wells  g|a|/b = 0.0750 hartree/bohr^2
limit of |c| from saddle index d|a|/g = 0.0160 hartree/bohr^2
STATIONARY POINTS: P (bohr), Q (bohr), index, E (hartree)
 -0.5000   0.0000  0   -0.003750
  0.0000  -0.3873  1   -0.000450
  0.0000   0.0000  2    0.000000
  0.0000   0.3873  1   -0.000450
  0.5000   0.0000  0   -0.003750
curvatures at split saddle: PP -0.0150, QQ 0.0240 hartree/bohr^2
curvatures at polar well:   PP 0.1200, QQ 0.0630 hartree/bohr^2
BARRIERS: c (hartree/bohr^2), |Q| at saddle (bohr), barrier (hartree, eV)
  0.012   0.0000   0.003750   0.1020
  0.006   0.0000   0.003750   0.1020
 -0.003   0.1936   0.003722   0.1013
 -0.006   0.2739   0.003637   0.0990
 -0.012   0.3873   0.003300   0.0898
steepest descent from both split saddles ends in the two polar wells
random surfaces checked: 25 inside window, 55 outside
BEYOND THE WINDOW (|P|, |Q| in bohr)
g^2>bd: c=-0.03 hartree/bohr^2, d=0.08, g=0.30 hartree/bohr^4
  four mixed saddles: |P|=0.2436, |Q|=0.3906
g^2<bd: c=-0.04 hartree/bohr^2, d=0.20, g=0.10 hartree/bohr^4
  four mixed minima: |P|=0.4588, |Q|=0.3078
BIAS
limit of |c| for merging, g|a|/(3b) = 0.0250 hartree/bohr^2
P of direct saddle at merging = -0.2000 bohr
merging force F_c = 0.01008 hartree/bohr
on-axis coercive force = 0.01155 hartree/bohr
F=0.00504 hartree/bohr: 2 saddle(s), P=-0.1473, |Q|=0.2619 bohr
F=0.00958 hartree/bohr: 2 saddle(s), P=-0.1958, |Q|=0.0793 bohr
F=0.01081 hartree/bohr: 1 saddle(s), P=-0.2270, |Q|=0.0000 bohr
no merging case: c=-0.03 hartree/bohr^2, d=0.20, g=0.30 hartree/bohr^4
  largest QQ curvature of direct point = -0.0054 hartree/bohr^2
CUBIC TERM eta = 0.002 hartree/bohr^3
saddle energy splitting = 7.758e-05 hartree
first-order estimate    = 7.746e-05 hartree
\end{verbatim}
